# When a lamp-heated wafer becomes thermally unstable, part 1

(Sections cited here and not found follow in the second part.)

## First half: energy balance, stability and optics

Q: A wafer that becomes slightly too hot radiates more, and that should cool it back. How could a steady lamp drive it away from its own steady temperature?

A: The extra radiation is one of two changes. If the wafer absorbs lamp light better when hot, it also takes in more power. The sign of the difference decides, so both must be written down.

Let the wafer have one temperature $T(t)$ throughout. Let $I$ be the lamp flux arriving per unit wafer area, $a(T)$ the fraction of it absorbed, $L(T)$ the net radiative loss of both faces per unit wafer area, and $C$ the heat capacity per unit area. Energy conservation gives

$$C(T)\frac{dT}{dt}=F(T),\qquad F(T)=I\,a(T)-L(T).$$

I use W, cm, K and s, with electronic energies in eV, because these are the natural units of the process. For now the lamp flux is held fixed and the wafer exchanges heat by radiation alone.

Q: The heat capacity also depends on temperature. Does that not enter the stability question?

A: Its value enters, but its slope does not. Let $T_0$ be a steady temperature, so that $I a(T_0)=L(T_0)$, and put $T=T_0+\theta$ with small $\theta$. Expanding both sides gives

$$\left[C(T_0)+C'(T_0)\theta\right]\dot\theta=F(T_0)+F'(T_0)\theta+O(\theta^2).$$

The first term on the right is zero. Hence $\dot\theta$ is itself of first order, and the product $C'\theta\dot\theta$ is of second order. To first order,

$$\dot\theta=\gamma\theta,\qquad \gamma=\frac{G}{C},\qquad G=I a'(T_0)-L'(T_0).$$

A prime is a temperature derivative. The solution is $\theta(t)=\theta(0)e^{\gamma t}$, so the error grows if $G>0$ and decays if $G<0$. During a temperature ramp $F$ is not zero, and the slope of $C$ returns. The growth law therefore belongs to a steady state.

Q: So absorbed power must rise faster than radiation. Radiation goes as $T^4$, so is the condition that absorptance rises faster than $T^4$?

A: Not in general. Eliminate the flux with $I=L/a$:

$$G=\frac{L}{a}a'-L'=L\left(\frac{a'}{a}-\frac{L'}{L}\right).$$

Define the logarithmic slopes

$$\beta=\frac{d\ln a}{d\ln T}=\frac{Ta'}{a},\qquad \ell=\frac{d\ln L}{d\ln T}=\frac{TL'}{L}.$$

Then

$$G=\frac{L}{T}(\beta-\ell).$$

A heated wafer is hotter than its surroundings, so $L>0$, and instability means $\beta>\ell$. For a constant emissivity and very cold walls, $\ell=4$. For a constant emissivity and walls at $T_w$, the loss is proportional to $T^4-T_w^4$, and differentiation gives

$$\ell=\frac{4T^4}{T^4-T_w^4}.$$

If the emissivity changes with temperature, its own logarithmic slope must be added. That contribution can be large, because the change that makes a wafer absorb better can also make it emit better.

Q: Then take that to the extreme. Suppose the absorptance is steep, but the same at every wavelength. Does the steepness win?

A: It cancels. Kirchhoff's law states that a body in local thermal equilibrium emits, at each wavelength and direction, in proportion to its absorptance there. Let this grey wafer have absorptance $A(T)>0$. Its two faces emit $2A\sigma T^4$ and absorb $2A\sigma T_w^4$ from black walls, where $\sigma$ is the Stefan–Boltzmann constant. Thus

$$a=A,\qquad L=2A\sigma(T^4-T_w^4).$$

The steady flux is $I=L/a=2\sigma(T^4-T_w^4)$, which no longer contains $A$. Therefore

$$G=IA'-2A'\sigma(T^4-T_w^4)-8A\sigma T^3=-8A\sigma T^3.$$

The first two terms are equal and opposite. The remaining one is negative, so the grey wafer is stable however steep $A(T)$ may be. As long as the loss is purely radiative, instability needs an absorptance that responds to temperature differently in the lamp band and in the thermal band. A conductive loss does not rise with $A$, so it breaks this cancellation.

Q: Can that need be stated for a wafer that is not grey?

A: Yes. Let $A(\lambda,T)$ be the spectral absorptance and $M(\lambda,T)$ the blackbody exitance per unit wavelength. With black walls,

$$L=2\int_0^\infty A(\lambda,T)\,\Delta M\,d\lambda,\qquad \Delta M=M(\lambda,T)-M(\lambda,T_w).$$

I use the absorptance at normal incidence for all directions, an approximation whose effect is given in the second half. The product rule gives

$$L'=2\int_0^\infty\left[\frac{\partial A}{\partial T}\Delta M+A\frac{\partial M}{\partial T}\right]d\lambda.$$

In the first term write $\partial A/\partial T=A\,\partial\ln A/\partial T$. Define an average over the net emission by

$$\langle g\rangle=\frac{2}{L}\int_0^\infty g\,A\,\Delta M\,d\lambda.$$

Its weight is positive for $T>T_w$ and integrates to one. Dividing $G$ by $L$ then gives

$$\frac{G}{L}=\frac{a'}{a}-\left\langle\frac{\partial\ln A}{\partial T}\right\rangle-\frac{2}{L}\int_0^\infty A\frac{\partial M}{\partial T}\,d\lambda.$$

The last term is the ordinary increase of thermal radiation, and it stabilizes. To overcome it, the relative rise of absorptance at the lamp wavelength must exceed the average relative rise over the emission spectrum by a sufficient margin.

The derivative of the Planck function is needed in numerical work. With

$$M=\frac{2\pi hc^2}{\lambda^5}\frac{1}{e^y-1},\qquad y=\frac{hc}{\lambda kT},$$

one has $\partial y/\partial T=-y/T$, and so

$$\frac{\partial M}{\partial T}=\frac{2\pi hc^2}{\lambda^5}\frac{e^y}{(e^y-1)^2}\frac{y}{T}=\frac{M}{T}\frac{y}{1-e^{-y}}>0.$$

Q: What physical wafer has a steeper absorptance at the lamp wavelength than in its own emission band?

A: A semiconductor wafer can, if the lamp photons lie below its band gap. Free carriers then absorb the light, and heating creates more carriers. Long thermal wavelengths are absorbed more strongly than the shorter lamp wavelength. The thermal band can therefore be much closer to saturation than the lamp band.

To make this quantitative, treat the wafer as a slab of thickness $d$ with reflectance $R$ at each surface. Let $x$ be the optical depth of one pass and $\tau=e^{-x}$ the fraction that survives it. Add intensities, not amplitudes, which assumes that interference fringes are averaged out.

Of unit incident light, $1-R$ enters. The first pass absorbs a fraction $1-\tau$. The surviving fraction $\tau$ reaches the far surface, where $R$ of it turns back. Each later pass thus starts with $R\tau$ times the light of the previous pass. The total is a geometric series:

$$A=(1-R)(1-\tau)\sum_{j=0}^{\infty}(R\tau)^j=\frac{(1-R)(1-\tau)}{1-R\tau}.$$

For $x\ll1$, $1-\tau\approx x$ and $1-R\tau\approx1-R$, so $A\approx x$. For $x\gg1$, $A\to1-R$: the slab is opaque and surface reflection sets the limit.

Q: That shows saturation. How does it act on the slope?

A: Differentiate first with respect to $\tau$:

$$\frac{dA}{d\tau}=(1-R)\frac{-(1-R\tau)+R(1-\tau)}{(1-R\tau)^2}=-\frac{(1-R)^2}{(1-R\tau)^2}.$$

Since $d\tau/dx=-\tau$,

$$\frac{dA}{dx}=\frac{(1-R)^2\tau}{(1-R\tau)^2}.$$

Multiply by $x/A$ to obtain the response of $\ln A$ to $\ln x$:

$$r(x)=\frac{d\ln A}{d\ln x}=\frac{x\tau}{1-\tau}\,\frac{1-R}{1-R\tau}.$$

The first factor is $x/(e^x-1)$, which falls from one to zero as $x$ grows. The second also falls, because its denominator rises as $\tau$ decreases. Hence $r$ falls steadily from one in a transparent slab to zero in an opaque one.

Q: The optical depth still has to be tied to temperature. What do you assume?

A: Let the wafer contain ionized donors of density $N_d$, electrons of density $n$ and holes of density $p$. Charge neutrality gives $n-p=N_d$, and nondegenerate equilibrium gives $np=n_i^2$, where $n_i$ is the intrinsic density. The total number of absorbing carriers follows from

$$N^2=(n+p)^2=(n-p)^2+4np=N_d^2+4n_i^2.$$

For the intrinsic density take

$$n_i=N_0\left(\frac{T}{300\ \mathrm K}\right)^{3/2}\exp\left(-\frac{E_0}{2kT}\right).$$

Here $E_0$ is the gap extrapolated linearly to zero temperature. If the gap is $E_0-\eta T$, its linear part contributes the constant factor $e^{\eta/2k}$, which is included in $N_0$.

The model for the optical depth is

$$x(\lambda,T)=d\left[\sigma_0\left(\frac{\lambda}{\lambda_0}\right)^2N(T)+\alpha_{\rm ph}(\lambda)\right].$$

The cross-section $\sigma_0$ belongs to the lamp wavelength $\lambda_0$ and is the same for electrons and holes. The square law is the high-frequency limit of the Drude free-carrier form, valid when the angular frequency times the scattering time is large. For a carrier mass of $0.3m_e$ and the cross-section of the worked example, that product is about 5 at 2 µm and falls to one near 11 µm. The law therefore overstates the absorption at the longer thermal wavelengths; I use it there nonetheless, and the resulting shift is given in the second half. The term $\alpha_{\rm ph}$ represents absorption by lattice vibrations and is kept independent of temperature.

Q: Where does the steep temperature dependence appear?

A: In the carrier density. Differentiating $N^2=N_d^2+4n_i^2$ gives $N\,dN=4n_i\,dn_i$. Divide by $N^2$ to get

$$s=\frac{d\ln N}{d\ln T}=\frac{4n_i^2}{N^2}\,\frac{d\ln n_i}{d\ln T}=\frac{4n_i^2}{N^2}\left(\frac32+\frac{E_0}{2kT}\right).$$

The exponential contributes $E_0/2kT$ because $-E_0/2kT$ has temperature derivative $E_0/2kT^2$, which is then multiplied by $T$.

At the lamp wavelength there is no lattice term in this model, so $\beta=r(x_0)s$, with $x_0$ the optical depth there. At a thermal wavelength the relative slope is $r(x)s$ times the fraction of $x$ due to carriers. For wavelengths longer than $\lambda_0$, $x$ is larger and $r$ smaller, and the carrier fraction cannot exceed one. The lamp absorptance therefore has the larger relative slope there.

Q: Then should the wafer be unstable at all temperatures?

A: No, because a larger relative slope is necessary here but not sufficient. At low temperature $n_i\ll N_d$, so doping fixes the carrier density, $s$ tends to zero, and $\beta$ vanishes with it. At high temperature the slab becomes opaque even to the lamp, $r(x_0)$ tends to zero, and $\beta$ vanishes again. The loss still increases through the Planck function. An unstable interval, if there is one, lies between these limits.

Q: Can one see that interval without following small errors in time?

A: Yes. For every temperature define the flux that would hold the wafer there, $I_s(T)=L(T)/a(T)$. The net power for any applied flux is then

$$F=Ia-L=a(T)\left[I-I_s(T)\right].$$

This is an identity, not a linearization. The wafer heats where $I$ lies above the curve $I_s$ and cools where it lies below. Differentiating at a steady state, where the bracket vanishes, gives

$$G=-a(T_0)\frac{dI_s}{dT}.$$

A rising part of the curve is stable and a falling part is unstable. On the falling part a hotter wafer needs less lamp flux, so a wafer that has drifted upward receives more than it needs.

Q: What happens at a maximum of that curve?

A: A stable and an unstable steady state merge there. Near a maximum at temperature $T_f$ and flux $I_f$, write $I_s\approx I_f-\frac12\kappa\theta^2$, where $\kappa>0$ and $\theta=T-T_f$. If the applied flux is $I_f+\delta$, then to leading order

$$C\dot\theta=a(T_f)\left(\delta+\tfrac12\kappa\theta^2\right).$$

For $\delta<0$ the steady states are $\theta=\pm\sqrt{-2\delta/\kappa}$, and the colder one is stable. For $\delta>0$ neither exists, and the wafer heats until it meets another branch. The time needed to pass the old steady state is

$$t_{\rm pass}=\frac{C}{a}\int_{-\infty}^{\infty}\frac{d\theta}{\delta+\kappa\theta^2/2}=\frac{\pi C}{a}\sqrt{\frac{2}{\kappa\delta}}.$$

The infinite limits are allowed for small $\delta$, because most of the time is spent close to $T_f$. A flux barely above the maximum can therefore seem to hold the wafer for a long time before its temperature runs up. At a minimum of $I_s$ the same argument, with signs reversed, describes a downward jump.

## Second half: a worked wafer, its control and the limits of the model

The first half used lamp flux $I$, lamp absorptance $a$, net loss $L$ from both faces, and areal heat capacity $C$. At a steady state a uniform error grows at the rate $\gamma=G/C$, where $G=Ia'-L'=(L/T)(\beta-\ell)$ and $\beta,\ell$ are the logarithmic slopes of $a$ and $L$. The steady flux is $I_s=L/a$, and $G=-a\,dI_s/dT$. The slab has thickness $d$, surface reflectance $R$, optical depth $x$ and one-pass transmission $\tau=e^{-x}$. The response of $\ln A$ to $\ln x$ is $r(x)$, and $s$ is the logarithmic temperature slope of the total carrier density $N$.

Q: Put numbers into this. Does the unstable interval exist for a plausible wafer?

A: It does for the following model, whose values are round and rough. The regime is halogen-lamp annealing of a lightly doped, indirect-gap wafer of 300 mm diameter, with a filter that passes a narrow band at 2.0 µm. No particular material is represented.

- Thickness 0.775 mm; heat capacity 2.0 J/cm³/K, hence $C=0.155$ J/cm²/K.
- Refractive index 3.4, hence $R=(2.4/4.4)^2=0.2975$.
- $N_d=10^{16}$ cm⁻³, $N_0=2\times10^{20}$ cm⁻³ and $E_0=1.20$ eV.
- $\sigma_0=2\times10^{-17}$ cm² at 2.0 µm; lattice absorption 2.0 cm⁻¹ beyond 6 µm and zero below.
- Black walls at 300 K.

At 750 K, $n_i=7.347\times10^{16}$ cm⁻³ and $N=1.473\times10^{17}$ cm⁻³. The lamp optical depth is

$$x_0=0.0775\times2\times10^{-17}\times1.473\times10^{17}=0.228.$$

Thus $\tau=0.796$, and

$$a=\frac{0.7025\times0.204}{1-0.2975\times0.796}=0.188.$$

A steady wafer temperature is unstable at fixed lamp flux when the lamp absorptance has a larger logarithmic temperature slope than the heat loss, and for the example wafer at 750 K the lamp absorptance is 0.188. It remains to find the two slopes there, the extent of the unstable interval, the effect of control and the limits of the model.

Numerical values quoted here were computed with a short program.
